# Band gap of a honeycomb lattice with one unequal bond

**The system.** A honeycomb lattice has two sublattices, A and B, and every site has three neighbours on the other sublattice. The vectors from an A site to its B neighbours are $\boldsymbol\delta_1$, $\boldsymbol\delta_1-\mathbf a_1$ and $\boldsymbol\delta_1-\mathbf a_2$. In the unstrained lattice, with bond length $d_0$,

$$\boldsymbol\delta_1=d_0(0,1),\qquad \mathbf a_1=d_0\left(\tfrac{\sqrt3}{2},\tfrac32\right),\qquad \mathbf a_2=d_0\left(-\tfrac{\sqrt3}{2},\tfrac32\right).$$

The bond along $\boldsymbol\delta_1$ has hopping $t_1>0$ and the other two have $t_2>0$. A hopping $t$ enters the Hamiltonian as the matrix element $-t$. There is one orbital and one electron per site. All site energies are equal and set to zero. Orbitals on different sites are orthogonal, there is no farther hopping, and the electrons do not interact. The crystal is large and periodic.

## Part (a)

**Question.** Find the two energy bands, and express the gap $E_g$ through a single function of the wavevector $\mathbf k$.

**Answer.** Label each cell by the position $\mathbf R$ of its A site, and let its B site be the one at $\mathbf R+\boldsymbol\delta_1$. By Bloch's theorem the amplitudes in cell $\mathbf R$ are $c_A e^{i\mathbf k\cdot\mathbf R}$ and $c_B e^{i\mathbf k\cdot\mathbf R}$. The B neighbours of an A site lie in the cells $\mathbf R$, $\mathbf R-\mathbf a_1$ and $\mathbf R-\mathbf a_2$. With $\theta_j=\mathbf k\cdot\mathbf a_j$, the Schrödinger equation on the A site is

$$E c_A=-f c_B,\qquad f=t_1+t_2\left(e^{-i\theta_1}+e^{-i\theta_2}\right).$$

The A neighbours of a B site lie in the cells $\mathbf R$, $\mathbf R+\mathbf a_1$ and $\mathbf R+\mathbf a_2$, so the phases are reversed and $E c_B=-f^*c_A$. A nonzero solution of this pair of equations requires

$$\det\begin{pmatrix}E&f\\ f^*&E\end{pmatrix}=E^2-|f|^2=0,\qquad E_\pm=\pm|f|.$$

A crystal of $N$ cells has $2N$ electrons and $N$ allowed wavevectors. With two spin states, the lower band holds $2N$ electrons and is filled. The gap is the lowest energy of the upper band minus the highest energy of the lower band:

$$E_g=\min|f|-\max(-|f|)=2\min_{\mathbf k}|f|.$$

The crystal is called gapless if this is zero, which means that $f$ vanishes somewhere.

## Part (b)

**Question.** For which ratios $t_1/t_2$ do the bands touch, and where?

**Answer.** The vectors $\mathbf a_1$ and $\mathbf a_2$ are linearly independent, so $\theta_1$ and $\theta_2$ can be chosen independently. Define

$$p=\frac{\theta_1+\theta_2}{2},\qquad q=\frac{\theta_1-\theta_2}{2},$$

so that $\theta_1=p+q$ and $\theta_2=p-q$. Then

$$f=t_1+t_2e^{-ip}\left(e^{-iq}+e^{iq}\right)=t_1+2t_2e^{-ip}\cos q.$$

The real and imaginary parts must both vanish:

$$t_1+2t_2\cos p\cos q=0,\qquad -2t_2\sin p\cos q=0.$$

If $\cos q$ were zero, the first equation would give $t_1=0$, contrary to assumption. Hence $\sin p=0$, and $p$ is $0$ or $\pi$ up to multiples of $2\pi$. Adding $\pi$ to both $p$ and $q$ changes $\theta_1$ by $2\pi$ and leaves $\theta_2$ alone, so it describes the same Bloch state. Every solution can therefore be written with $p=\pi$, where $\cos p=-1$ and

$$\cos q=\frac{t_1}{2t_2}.$$

A real $q$ exists if and only if $t_1\le 2t_2$. The touching points are then

$$(\theta_1,\theta_2)=(\pi\pm q_0,\ \pi\mp q_0),\qquad q_0=\arccos\frac{t_1}{2t_2}.$$

For $t_1<2t_2$ these are two different points. Equal hoppings give $q_0=60^\circ$. As $t_1$ grows, $q_0$ shrinks, and the points meet at $(\pi,\pi)$ when $t_1=2t_2$. Making the bonds unequal thus moves the touching points at first, without removing them.

There is a geometric reading. In the complex plane, $f$ is the sum of three arrows of lengths $t_1$, $t_2$ and $t_2$, and the two of length $t_2$ can be turned freely. They can close into a triangle, flat in the limiting case, only if $t_1$ is no longer than $t_2+t_2$.

In the limit $t_1=0$, excluded above, the lattice falls apart into separate zigzag chains. Then $f=2t_2e^{-ip}\cos q$ vanishes for every $p$ at $q=\pi/2$, and the bands touch along a line.

## Part (c)

**Question.** Find the gap when the bands do not touch. Describe the bands near the touching point at the borderline ratio.

**Answer.** Let $t_1>2t_2$. The triangle inequality gives

$$|f|\ge t_1-t_2\left|e^{-i\theta_1}+e^{-i\theta_2}\right|\ge t_1-2t_2.$$

At $\theta_1=\theta_2=\pi$ both exponentials equal $-1$ and $f=t_1-2t_2$, so the lower bound is reached. Together with part (b),

$$E_g=\begin{cases}0,&t_1\le2t_2,\\ 2(t_1-2t_2),&t_1>2t_2.\end{cases}$$

For $t_2\to0$ the crystal becomes a set of isolated pairs with levels $\pm t_1$, and the formula gives their separation, $2t_1$.

At the borderline, put $t_1=2t_2$ and $p=\pi+P$, with $P$ and $q$ small. Since $e^{-i(\pi+P)}=-e^{-iP}$,

$$f=2t_2\left(1-e^{-iP}\cos q\right)\approx2t_2\left(iP+\tfrac12q^2\right),\qquad E_\pm\approx\pm2t_2\sqrt{P^2+\tfrac14q^4}.$$

The term $P^2/2$ has been dropped beside $P$. The energy grows linearly with $P$, which measures $k_y$, and quadratically with $q$, which measures $k_x$.

Two numerical tests support these results. A periodic crystal of 288 atoms, diagonalized directly, has four zero-energy states (spin not counted) at $t_1/t_2=1$ and at $1.7321$, and two at $t_1/t_2=2$. This agrees with two touching points that merge into one, each supplying one state from each band. A numerical search over all phases gives a gap of zero at $t_1/t_2=1.9$ and $0.2000\,t_2$ at $2.1$, where the formula gives $2(2.1-2)t_2=0.2\,t_2$.

## Part (d)

**Question.** Graphene is stretched uniformly by a strain $\varepsilon$ along $x$, at right angles to the $t_1$ bond, and contracts by $\nu\varepsilon$ along $y$. The atoms follow the uniform deformation, and a bond of length $d$ has hopping $t=t_0e^{-\beta(d/d_0-1)}$. Take the rough typical values $t_0=2.7$ eV, $\nu=0.17$ and $\beta=3.4$. Find the strain at which a gap starts to open, and the gap at strains of 1%, 10% and 25%. What happens if the stretch is along the $t_1$ bond instead?

**Answer.** Strain changes $\mathbf a_1$ and $\mathbf a_2$ but leaves them independent, so the earlier results hold with the new hoppings. Scaling the $x$ and $y$ components of the bonds gives

$$\frac{d_1}{d_0}=1-\nu\varepsilon\equiv y,\qquad \frac{d_2}{d_0}=\sqrt{\tfrac34(1+\varepsilon)^2+\tfrac14y^2}.$$

Dividing the two hoppings cancels $t_0$:

$$\frac{t_1}{t_2}=e^{\beta(d_2-d_1)/d_0}.$$

This equals 2 when $d_2-d_1=\lambda d_0$ with $\lambda=\ln2/\beta$, a difference of about 20% of $d_0$. Setting $d_2/d_0=y+\lambda$ and squaring gives

$$\tfrac34(1+\varepsilon)^2=\tfrac34(1-\nu\varepsilon)^2+2\lambda(1-\nu\varepsilon)+\lambda^2.$$

With all terms on the left, the coefficient of $\varepsilon^2$ is $\tfrac34(1-\nu^2)>0$ and the constant is $-2\lambda-\lambda^2<0$. There is therefore one positive root, $\varepsilon_c=22.6\%$.

A small-strain estimate shows where this comes from. To first order $d_2/d_0\approx1+\tfrac34\varepsilon-\tfrac14\nu\varepsilon$, hence $(d_2-d_1)/d_0\approx\tfrac34(1+\nu)\varepsilon$ and

$$\varepsilon_c\approx\frac{4\ln2}{3\beta(1+\nu)}=23.2\%.$$

The three requested cases are:

| Strain | $t_1$ (eV) | $t_2$ (eV) | $t_1/t_2$ | Gap (eV) |
|---|---|---|---|---|
| 1% | 2.716 | 2.636 | 1.030 | 0 |
| 10% | 2.861 | 2.114 | 1.353 | 0 |
| 25% | 3.120 | 1.446 | 2.158 | 0.456 |

The last gap is $2(3.120-2\times1.446)=2\times0.228=0.456$ eV. At 1% strain the touching points have moved from $q_0=60^\circ$ to $58.99^\circ$, and at 10% to $47.42^\circ$.

For a stretch along the $t_1$ bond, $d_1/d_0=1+\varepsilon$ and

$$\left(\frac{d_2}{d_0}\right)^2=\tfrac34(1-\nu\varepsilon)^2+\tfrac14(1+\varepsilon)^2<(1+\varepsilon)^2$$

as long as $1-\nu\varepsilon$ stays positive. The $t_1$ bond is then the longest, so $t_1<t_2$ and this model stays gapless. At 25% the ratio is $0.487$.

## Part (e)

**Question.** Which neglected effects could change the conclusions for real graphene, and by how much?

**Answer.** With the trial values used here, hopping to third neighbours, across a hexagon, makes the largest change in the 25% gap, though not in the threshold; this ranking depends on the trial value chosen for it. It joins opposite sublattices and so adds to $f$. The three extra B sites lie at $\boldsymbol\delta_1-\mathbf a_1-\mathbf a_2$ and $\boldsymbol\delta_1\pm(\mathbf a_1-\mathbf a_2)$. At $(\pi,\pi)$ their phase factors are all $+1$. If the first has hopping $t_3'$ and the other two $t_3''$,

$$f(\pi,\pi)=t_1-2t_2+t_3'+2t_3''.$$

Positive extra terms bring this to zero at a smaller strain. For a trial value of $0.3$ eV at the unstrained distance $2d_0$, with the same $\beta$ in $e^{-\beta(d/d_0-2)}$, the threshold falls to $16.4\%$ and the gap at 25% rises to $1.60$ eV. These figures are sensitive to the trial value: the hopping law of part (d) taken at $2d_0$ gives only $t_0e^{-\beta}=0.09$ eV, for which the threshold is $20.8\%$ and the gap $0.80$ eV. The value $0.456$ eV is thus a property of the nearest-neighbour model and not a prediction for graphene.

Two other changes, made one at a time, raise the threshold. With $\beta=3.0$ it is $25.5\%$, so the 25% case would be gapless. If the sublattices shift so as to remove one third of the bond-length difference, it is $33.5\%$.

Unequal site energies $\pm\Delta$, which a substrate may cause, replace $E^2=|f|^2$ by $(E-\Delta)(E+\Delta)=|f|^2$. Then $E_\pm=\pm\sqrt{\Delta^2+|f|^2}$, and a gap $2\Delta$ appears even for $t_1\le2t_2$. For $\Delta=10$ meV it is $20$ meV, less than the thermal energy of $31.0$ meV in a chip at 360 K.

Second-neighbour hopping joins sites of the same sublattice. If it is the same on both sublattices, it shifts both bands together at each $\mathbf k$. A trial value of $0.1$ eV in every direction, with either sign, leaves the 25% gap unchanged to the $0.001$ meV shown. An overlap of $0.1$ between neighbouring orbitals, scaled with the hopping, changes that gap by $0.032$ meV.

Graphene breaks at a strain of very roughly 20%. The thresholds found here lie on both sides of that figure, so these estimates cannot settle whether a gap could open before fracture. They also carry a constant Poisson ratio and an exponential hopping law far beyond small strain, and they omit interactions between electrons. A uniform strain of about 1%, a plausible size in a chip, is a different matter: for the uniaxial stretch along $x$ the lowest threshold found is 16 times larger. A pure shear, with equal stretch along $x$ and compression along $y$, lowers the threshold to about 13%, or about 9% with the $0.3$ eV third-neighbour hopping, still far above 1%. Within these models, with equal site energies, such a strain shifts the touching points and opens no gap.

The remaining values are in the numerical output below.

## Computed values

```
Zero-energy states of the 288-atom crystal (t2 = 1):
  t1/t2 = 1.0000: 4 states
  t1/t2 = 1.7321: 4 states
  t1/t2 = 2.0000: 2 states
Gap in units of t2, numerical search | formula:
  t1/t2 = 0.5: 0.0000 | 0.0000
  t1/t2 = 1.0: 0.0000 | 0.0000
  t1/t2 = 1.5: 0.0000 | 0.0000
  t1/t2 = 1.9: 0.0000 | 0.0000
  t1/t2 = 2.1: 0.2000 | 0.2000
  t1/t2 = 2.5: 1.0000 | 1.0000
  t1/t2 = 3.0: 2.0000 | 2.0000
Inputs: t0 = 2.7 eV, bond = 0.142 nm, Poisson ratio = 0.17, beta = 3.4
Strain 1 % across the t1 bond:
  d1 = 0.1418 nm, d2 = 0.1430 nm
  t1 = 2.716 eV, t2 = 2.636 eV, t1/t2 = 1.030
  q0 = 58.99 degrees, gap = 0.000 eV
Strain 10 % across the t1 bond:
  d1 = 0.1396 nm, d2 = 0.1522 nm
  t1 = 2.861 eV, t2 = 2.114 eV, t1/t2 = 1.353
  q0 = 47.42 degrees, gap = 0.000 eV
Strain 25 % across the t1 bond:
  d1 = 0.1360 nm, d2 = 0.1681 nm
  t1 = 3.120 eV, t2 = 1.446 eV, t1/t2 = 2.158
  t1 - 2 t2 = 0.228 eV, gap = 0.456 eV
Strain 25 % along the t1 bond: t1/t2 = 0.487, gap = 0.000 eV
Bond difference at threshold: 0.0289 nm
Threshold strain: 22.6 % (small-strain estimate 23.2 %)
Threshold with beta = 3.0: 25.5 %
Threshold if relaxation removes 1/3 of the bond difference: 33.5 %
Threshold with third-neighbour hopping 0.3 eV: 16.4 %
Gap at 25 % with that hopping: 1.60 eV
Gap at 1 % with that hopping: 0.000 eV
Change of the 25 % gap by overlap 0.1: 0.032 meV
Change of the 25 % gap by second-neighbour hopping 0.1 eV: 0.000 meV
Gap below threshold from site energies +/-10 meV: 20.0 meV
Thermal energy at 360 K: 31.0 meV
Rough breaking strain: 20 %
Lowest threshold found / chip strain of 1 %: 16
```
